# A model of the Raman phonon's Fano asymmetry in p-type silicon, part 2

We seek the Fano parameter \(q\) of the Raman phonon in p-type silicon, modelled with non-interacting holes in Hartree atomic units. The relative sublattice displacement \(u\), of \(xy\) symmetry, has undoped frequency \(\omega_0\), reduced mass per cell volume \(\rho\) and dark (non-hole) damping \(\Gamma_a\). Light of frequency \(\omega_L\) scatters to \(\omega_S=\omega_L-\omega_0\); \(\omega\) is the Raman shift, \(c\) the speed of light, \(V\) the volume. The Raman operator is
\[
R=aVu+O_\gamma,\qquad a=-\frac{\omega_L\omega_S}{4\pi}\,\varepsilon' ,
\]
with \(\varepsilon_{xy}=\varepsilon'u\) the dielectric change. The Stokes intensity is proportional to \([1+n(\omega)]S\), with \(n\) the Bose factor and \(S=-\mathrm{Im}\,G\).

The spherical Luttinger Hamiltonian, with \(\mathbf J\) the spin-3/2 matrices, is
\[
H(\mathbf k)=\left(\gamma_1+\tfrac52\gamma\right)\frac{k^2}{2}-\gamma(\mathbf k\cdot\mathbf J)^2 .
\]
Heavy and light holes have \(1/m_h=\gamma_1-2\gamma\), \(1/m_l=\gamma_1+2\gamma\), separation \(\Delta_k=2\gamma k^2\) and Fermi wavevectors \(k_{h,l}=\sqrt{2m_{h,l}E_F}\).

The phonon couples to \(O_g=DO_M\), with \(D\) the deformation potential, and light to \(O_\gamma=g_RO_M\), with \(g_R=-\sqrt3\gamma\). Here \(O_M=\sum_{\mathbf k}c^\dagger_{\mathbf k}Mc_{\mathbf k}\) and \(M=\{J_x,J_y\}/\sqrt3\) (anticommutator). Its intraband weight is \(2d^2\), \(d=-\sqrt3\,\hat k_x\hat k_y\). With \(\chi=\langle\langle O_M;O_M\rangle\rangle/V\) the retarded response,
\[
\chi_{gg}=D^2\chi,\qquad\chi_{\gamma g}=g_RD\chi,\qquad\chi_{\gamma\gamma}=g_R^2\chi ,
\]
\[
G=\chi_{\gamma\gamma}+\frac{(a+\chi_{\gamma g})^2}{\mathcal D},\qquad
\mathcal D=\rho(\omega^2-\omega_0^2)+2i\rho\omega\Gamma_a-\chi_{gg}.
\]
Defining \(\mathcal D=W(\epsilon+i)\), \(B=-\mathrm{Im}\,\chi_{\gamma g}\), \(C=-\mathrm{Im}\,\chi_{\gamma\gamma}\), \(W_e=-\mathrm{Im}\,\chi_{gg}\) and \(\epsilon(\Omega)=0\),
\[
S=C-\frac{B^2}{W}+\frac{B^2}{W}\,\frac{(q+\epsilon)^2}{1+\epsilon^2},\qquad
q=-\frac{a+\mathrm{Re}\,\chi_{\gamma g}(\omega)}{\mathrm{Im}\,\chi_{\gamma g}(\omega)} ,
\]
\[
\Gamma=\left(\frac{d\epsilon}{d\omega}\right)^{-1}_{\Omega}=\frac{W}{2\rho\Omega-\partial_\omega\mathrm{Re}\,\chi_{gg}} .
\]
At full interference (\(B^2=CW\)), \(S\) vanishes at \(\epsilon=-q\), peaks at \(\epsilon=1/q\), and
\[
\frac{S(\Omega+\Gamma)-S(\Omega-\Gamma)}{S(\Omega+\Gamma)+S(\Omega-\Gamma)}=\frac{(q+1)^2-(q-1)^2}{(q+1)^2+(q-1)^2}=\frac{2q}{1+q^2}.
\]

Vertical transitions at \(T=0\) span the four-band window \(2\gamma k_l^2<\omega<2\gamma k_h^2\). With \(\omega=2\gamma s^2\),
\[
\chi(\omega)=\frac85\int_{k_l}^{k_h}\frac{k^2dk}{2\pi^2}\,\frac{2\Delta_k}{(\omega+i0)^2-\Delta_k^2}.
\]
\[
\mathrm{Im}\,\chi=-\frac{s}{5\pi\gamma}\quad(k_l<s<k_h),
\]
\[
\mathrm{Re}\,\chi=\frac{4}{5\pi^2\gamma}\left[\Phi(k_h)-\Phi(k_l)\right],\qquad
\Phi(k)=-k+\frac s4\ln\left|\frac{s+k}{s-k}\right|+\frac s2\arctan\frac ks .
\]
Hence
\[
q=\frac{\omega_L\omega_S\,\varepsilon'}{4\pi\sqrt3\,\gamma D\,|\mathrm{Im}\,\chi|}+\frac{\mathrm{Re}\,\chi}{|\mathrm{Im}\,\chi|}.
\]

### Why intraband excitations drop out

The phonon carries the photon momentum transfer \( Q=2n_r\omega_L/c \) in backscattering along \( z \), with refractive index \( n_r \). For small \( Q \) the occupation difference within a band is \( \delta(E-E_F)\,Qv_F\mu \) with \( \mu=\cos\theta \), so
\[
\chi_{\rm intra}=\sum_{b=h,l}g_b\left\langle 2d^2\,\frac{Qv_b\mu}{\omega-Qv_b\mu}\right\rangle,\qquad g_b=\frac{m_bk_b}{2\pi^2}.
\]
For \( \omega\to0 \) this is \( -\frac25(g_h+g_l) \), the repopulation of the Fermi surface that a static frozen-phonon calculation includes. For \( \omega>Qv_b \) it has no imaginary part. The term linear in \( \mu \) averages to zero, and the leading term is \( \frac{2}{35}\sum_bg_b(Qv_b/\omega)^2 \), because \( \langle6\hat k_x^2\hat k_y^2\hat k_z^2\rangle=\frac68\int_0^1(1-\mu^2)^2\mu^2d\mu=\frac{6}{105} \). The Raman phonon is in this nonadiabatic regime: the occupations cannot follow it, and the continuum at its energy is intervalence. Impurity scattering partly restores the intraband term. In the relaxation-time approximation it becomes \( \chi_{\rm intra}(0)/(1-i\omega\tau) \), whose imaginary part has magnitude at most \( |\chi_{\rm intra}(0)|/2 \). It enters all three responses through the same matrix \( M \), so it changes \( q \) and \( \Gamma \) without spoiling the interference.

### How large: a four-band example

The example is a model. The values \( \gamma_1=4 \), \( \gamma=1 \), \( \omega_0=0.0024 \) Ha (526.7 cm\(^{-1}\)), reduced mass 14 u and cell volume 270 bohr\(^3\) are rounded to the rough sizes of silicon. The values \( E_F=0.002 \) Ha, \( D=0.08 \) Ha/bohr, \( \varepsilon'=2 \) bohr\(^{-1}\), \( \Gamma_a=5\times10^{-6} \) Ha and \( n_r=4 \) are chosen. The sign \( \varepsilon'/D>0 \) is an input, taken so that the tail lies on the high-energy side, as observed in p-type silicon.

Then \( \rho=94.52 \), \( m_h=0.5 \), \( m_l=0.1667 \), \( k_h=0.04472 \) and \( k_l=0.02582 \) bohr\(^{-1}\). The density \( (k_h^3+k_l^3)/3\pi^2 \) is \( 2.4\times10^{19} \) cm\(^{-3}\). The continuum runs from \( 2E_F/3=0.00133 \) to \( 2E_F=0.00400 \) Ha. It contains \( \omega_0 \) for \( \omega_0/2<E_F<3\omega_0/2 \), that is for densities from \( 1.1\times10^{19} \) to \( 5.9\times10^{19} \) cm\(^{-3}\).

At \( \omega_L=0.09 \) Ha, \( Q=0.00525 \) bohr\(^{-1}\), and \( Qv_F=Qk/m \) is 0.00047 Ha for heavy and 0.00081 Ha for light holes, both below \( \omega_0 \). With \( g_h=1.133\times10^{-3} \) and \( g_l=0.218\times10^{-3} \), the static intraband response is \( -5.40\times10^{-4} \) Ha\(^{-1}\)bohr\(^{-3}\). At \( \omega_0 \) the leading term gives \( 3.9\times10^{-6} \), and angular quadrature of the small-\( Q \) expression \( 4.0\times10^{-6} \) (\( 4.3\times10^{-6} \) when the full dependence on \( Q \) is kept), which is 0.4% of \( |\mathrm{Re}\,\chi(\omega_0)|=1.054\times10^{-3} \). An adiabatic calculation would keep a term half as large as this interband real part. The same \( Q \) acts more strongly on the interband response, which is treated as vertical throughout. A heavy hole at \( k_h \) lifted to the light band at \( \mathbf k+\mathbf Q \) changes its transition energy, to first order in \( Q \), by up to \( Qk_h/m_l=0.0014 \) Ha, comparable to the 0.0016 Ha between \( \omega_0 \) and the upper edge. In this sharp-edged example that lowers \( |\mathrm{Re}\,\chi(\omega_0)| \) by a little over a fifth, or about 0.7 cm\(^{-1}\) in the shift, and raises \( q \) at \( \omega_L=0.09 \) Ha by about 0.1, while \( |\mathrm{Im}\,\chi(\omega_0)| \) changes by less than 1%. The vertices stay proportional, so the Fano form is untouched, and the numbers that follow are those of the \( Q=0 \) interband response.

Set \( \Gamma_a=0 \) first. Root-finding on \( \rho(\Omega^2-\omega_0^2)=D^2\mathrm{Re}\,\chi(\Omega) \) gives \( \Omega=0.0023848 \) Ha. There \( s=\sqrt{\Omega/2}=0.03453 \), so \( \mathrm{Im}\,\chi=-0.03453/5\pi=-2.198\times10^{-3} \). Also \( \Phi(k_h)=-0.01124 \), \( \Phi(k_l)=0.00198 \) and \( 4/5\pi^2=0.08106 \), so \( \mathrm{Re}\,\chi=-1.072\times10^{-3} \). The shift is
\[
\Omega-\omega_0=\frac{D^2\mathrm{Re}\,\chi}{\rho(\Omega+\omega_0)}=\frac{0.0064\times(-1.0715\times10^{-3})}{94.52\times0.0047848}=-1.52\times10^{-5}\ \text{Ha}=-3.3\ \text{cm}^{-1}.
\]
The lowest-order half width is \( W_e/2\rho\Omega=1.407\times10^{-5}/0.4508=3.12\times10^{-5} \) Ha. The slope of \( \mathrm{Re}\,\chi \) between \( \Omega \) and \( \omega_0 \) is \( (1.0715-1.0540)\times10^{-3}/1.516\times10^{-5}=1.15 \), which lowers the denominator by \( 0.0064\times1.15=0.0074 \), or 1.6%. Thus \( \Gamma=3.17\times10^{-5} \) Ha, or 7.0 cm\(^{-1}\).

The mixed response is \( g_RD\chi \) with \( g_RD=-0.1386 \), giving \( \mathrm{Re}\,\chi_{\gamma g}=1.485\times10^{-4} \) and \( \mathrm{Im}\,\chi_{\gamma g}=3.046\times10^{-4} \) in bohr\(^{-4}\) per electron mass, the atomic unit that \( a \) shares. For \( \omega_L=0.09 \) Ha, \( a=-0.09\times0.0876\times2/4\pi=-1.255\times10^{-3} \), and
\[
q=\frac{1.2548-0.1485}{0.3046}=4.12-0.49=3.63 .
\]
For \( \omega_L=0.07 \) Ha, \( a=-7.53\times10^{-4} \) and \( q=2.472-0.487=1.985 \), so the redder laser gives the more asymmetric line at the same width. With the opposite relative sign the two terms add, \( q=-4.12-0.49=-4.61 \), and the dip moves above the phonon.

For \( q=3.63 \) the peak is \( 1+q^2\approx14 \) times the continuum and lies \( \Gamma/q=0.87\times10^{-5} \) Ha above \( \Omega \), which cancels more than half of the self-energy shift in the apparent position. The exact zero, the root of \( q(\omega)+\epsilon(\omega)=0 \), is \( 1.162\times10^{-4} \) Ha (25.5 cm\(^{-1}\)) below \( \Omega \), and \( q\Gamma=1.152\times10^{-4} \) Ha falls short of that distance by 0.8%. Restoring \( \Gamma_a \) adds \( 0.4508\times5\times10^{-6}=0.225\times10^{-5} \) to \( W \). The half width becomes 8.1 cm\(^{-1}\), \( q \) stays 3.63, and \( B^2/CW=1.407/1.632=0.86 \), so the dip is 14% of the continuum in the constant-parameter form.

The spectrum can also be built without the Fano algebra. Each slice of the continuum, on a uniform grid in \( \Delta \) with weight \( w_j=\frac85\,k_j\,\delta\Delta/8\pi^2\gamma \), is represented by a unit-mass oscillator \( x_j \) of frequency \( \Delta_j \). Since \( \langle\langle x_j;x_j\rangle\rangle=1/(\omega^2-\Delta_j^2) \), the choice \( O_M=\sum_j\sqrt{2\Delta_jw_j}\,x_j \) reproduces \( \chi \). Diagonalizing the dynamical matrix of these oscillators and the phonon gives modes \( \omega_n \), and \( S \) is \( \pi|R_n|^2/2\omega_n \) divided by the local mode spacing. For \( \Gamma_a=0 \) this spectrum has asymmetry 0.513 at \( \Omega\pm\Gamma \), where \( 2q/(1+q^2)=0.512 \). A least-squares fit of a constant-\( q \) profile over five half widths on each side returns \( q=3.58 \), 1.5% below the value at \( \Omega \), and a width 1.003 \( \Gamma \). Setting \( g_R=0 \) while keeping \( D \) leaves the width and reduces the asymmetry to \( -0.007 \). That residue comes from the curvature of \( \omega^2-\Omega^2=2\Omega\delta(1+\delta/2\Omega) \): at \( \delta=\pm\Gamma \) it changes \( |\epsilon| \) by \( \pm\Gamma/2\Omega \), and hence \( 1/(1+\epsilon^2) \) by the relative amount \( \mp\Gamma/2\Omega=\mp0.0067 \). The drift of \( W \) has no first-order effect there, because \( W/(\mathcal N^2+W^2) \), with \( \mathcal N=W\epsilon \), is stationary in \( W \) at \( |\mathcal N|=W \). Reversing \( g_R \) gives \( -0.43 \), where \( 2q/(1+q^2)=-0.41 \) for \( q=-4.61 \). The closer agreement at \( q=3.63 \) is partly a cancellation. For \( \Gamma_a=0 \), \( qW=aD/g_R+D^2\mathrm{Re}\,\chi \), so \( (q+\epsilon)W=aD/g_R+\rho(\omega^2-\omega_0^2) \) lacks the slope of \( \mathrm{Re}\,\chi \), and its detuning is about 1.7% larger than \( \epsilon \). This raises the magnitude of the asymmetry for either sign of \( q \), while the curvature residue is negative for either sign, so the two oppose each other for \( q>0 \) and add for \( q<0 \).

### Where the four-band picture fails

The spin-orbit splitting of silicon, roughly 0.04 eV, is smaller than the phonon energy, and its valence bands are strongly warped. The four-band window, which at \( T=0 \) has passed above \( \omega_0 \) well before \( 10^{20} \) cm\(^{-3}\), cannot be taken as silicon's. The six-band hole Hamiltonian, with orbital \( L=1 \) and spin \( \mathbf S \), is
\[
H_6=(\gamma_1+4\gamma_2)\frac{k^2}{2}-3\gamma_2\sum_ik_i^2L_i^2-3\gamma_3\sum_{i<j}k_ik_j\{L_i,L_j\}+\frac{2\Delta_{so}}{3}\left(\frac12-\mathbf L\cdot\mathbf S\right).
\]
In the quartet \( \langle L_z^2\rangle \) is 1 for \( m=\pm3/2 \) and \( 1/3 \) for \( \pm1/2 \), so \( L_z^2\to J_z^2/3+1/4 \), and by the Wigner-Eckart theorem every rank-2 tensor in \( \mathbf L \) projects to one third of that in \( \mathbf J \). For \( \gamma_2=\gamma_3 \) and large \( \Delta_{so} \) this returns the Luttinger form, and \( M_6=\sqrt3\{L_x,L_y\} \) projects to \( M \). The optical vertex is \( -\sqrt3\gamma_3M_6 \). A spin-independent deformation potential is \( DM_6 \), since \( \{L_x,L_y\} \) is the only time-even \( xy \) matrix in the orbital triplet. The vertices are again proportional, and the expressions for \( G \), \( S \), \( \Gamma \) and \( q \) in terms of \( \chi \) hold with \( \gamma\to\gamma_3 \). The closed form of \( \chi \) and the window edges do not carry over, and are replaced by
\[
\chi(z)=\frac1V\sum_{\mathbf k}\sum_{nm}|\langle n|M_6|m\rangle|^2\frac{f_n-f_m}{z-(E_m-E_n)} .
\]
The sum was done by diagonalizing \( H_6 \) on a Gauss-Legendre angular grid and a radial grid, at \( z=\omega_0+i\eta \), with the chemical potential fixed by the density. The parameters are the rough silicon-like values \( \gamma_1=4.3 \), \( \gamma_2=0.3 \), \( \gamma_3=1.4 \), \( \Delta_{so}=0.0016 \) Ha, with \( k_BT=9.5\times10^{-4} \) Ha (300 K) and a chosen broadening \( \eta=3\times10^{-4} \) Ha. Refining the grid changes \( \chi \) by a few parts in \( 10^4 \) or less. Shifts and widths are the lowest-order \( D^2\chi/2\rho\omega_0 \), with \( D \) and \( \varepsilon' \) as before and \( \sqrt3\gamma_3D=0.194 \).

At \( 3\times10^{19} \) cm\(^{-3}\), \( \chi=(-0.67-1.76\,i)\times10^{-3} \), the shift is \( -2.1 \) cm\(^{-1}\), the half width 5.4 cm\(^{-1}\), and \( q=1.2548/(0.194\times1.755)-0.673/1.755=3.69-0.38=3.3 \) at \( \omega_L=0.09 \) Ha and 1.8 at 0.07 Ha. At \( 10^{20} \) cm\(^{-3}\), \( \chi=(-3.39-3.87\,i)\times10^{-3} \), the shift is \( -10.5 \) cm\(^{-1}\), the half width 12 cm\(^{-1}\), and \( q=1.67-0.88=0.8 \) and \( 1.004-0.876=0.13 \).

The continuum at \( \omega_0 \) thus persists and grows. Counting transitions within \( \pm\eta \) of \( \omega_0 \), with bands labelled in order of energy, assigns 66% and 69% of the weight at the two densities to lowest-to-middle transitions, and the remaining third to transitions into the highest, split-off band. The growth needs the warping together with the small spin-orbit splitting. With spherical bands (\( \gamma_2=\gamma_3=0.96 \)) or with large \( \Delta_{so} \) the weight at \( \omega_0 \) falls between the two densities, and thermal smearing is not the cause, since the growth remains at 30 K. Without spin-orbit coupling the two lowest bands are degenerate along [100], while along [110] the curvatures are \( \gamma_1+\gamma_2-3\gamma_3=0.4 \) and \( \gamma_1-2\gamma_2=3.7 \), so their separation at the Fermi surface spans a wide range of energies.

The fall of \( q \) with doping is steeper than the growth of the width suggests, because both terms move against it: the first falls as \( 1/|\mathrm{Im}\chi| \) and the negative second term more than doubles. At the higher density the second term removes about half of the first at 0.09 Ha and nearly all of it at 0.07 Ha, so \( |q|<1 \) and the line would be closer to a dispersive profile (\( q=0.8 \), a dip below \( \Omega \) and a maximum of only 1.64 times the continuum above it) or a dip (\( q=0.13 \)) than to a peak. These small values are differences of comparable numbers and depend on the chosen \( \varepsilon'/D \), so they are not predictions for silicon. They also depend on \( \eta \): the same counting gives \( \mathrm{Im}\,\chi=-1.99\times10^{-3} \) and \( -4.49\times10^{-3} \), and the Lorentzian values are 12% and 14% smaller in magnitude than these. Lowering \( \eta \) to \( 10^{-4} \) Ha gives \( \chi=(-0.56-1.90\,i)\times10^{-3} \) at the lower density, with shift \( -1.7 \) cm\(^{-1}\), half width 5.9 cm\(^{-1}\) and \( q=3.1 \) at 0.09 Ha, and \( \chi=(-3.41-4.27\,i)\times10^{-3} \) at the higher density, with half width 13 cm\(^{-1}\) and \( q=0.72 \) and 0.11. The six-band numbers therefore carry an uncertainty of up to 10 to 20% from the broadening.

A second limitation is optical. Visible light is not far below the direct gap of silicon, roughly 0.12 Ha, so \( \varepsilon' \) and the electronic vertex both depend on \( \omega_L \). The electronic vertex can then acquire a \( k \)-dependence that reduces \( B^2/CW_e \) below one, and absorption makes \( a \) complex. The statement that \( \Omega \) and \( \Gamma \) are independent of the laser survives for a uniformly doped, unheated sample, up to the dependence of \( \chi \) on the photon momentum \( Q \), while the proportionality of the first term of \( q \) to \( \omega_L\omega_S \) does not. Boron disorder relaxes momentum conservation and is represented here only by \( \eta \).

### What to do about it

In fitting, divide out the Bose factor, use \( \epsilon=(\omega-\Omega)/\Gamma \) with \( \Gamma \) a half width, and allow a background beside the Fano term, since \( C-B^2/W \) is nonzero whenever dark damping is present. Report \( \Omega \) and not the position of the maximum, which is displaced by \( \Gamma/q \) and therefore moves with the laser line. A strain or temperature read from the maximum of a doped sample carries this displacement. With proportional vertices, a real \( a \) and no unrelated background, the ratio of dip to continuum estimates the dark fraction \( 1-W_e/W \) of the width. Under absorbing excitation \( q \) is complex, which also fills the dip, so the ratio then overestimates that fraction. Spectra at two laser lines should share \( \Omega \) and \( \Gamma \) to within a small fraction of the width, and a larger disagreement points to depth-dependent doping, heating or a fit range over which \( \chi \) is not smooth. As a measure of carrier density, \( \Gamma \) hardly depends on the laser but contains the dark damping \( \Gamma_a \), which must be subtracted, and its growth with density depends on the band structure (inside the four-band window \( \mathrm{Im}\,\chi \) does not depend on \( E_F \)), whereas \( q \) needs a calibration for each laser line.

In a first-principles calculation, evaluate \( \chi_{gg} \), \( \chi_{\gamma g} \) and \( \chi_{\gamma\gamma} \) at the phonon frequency with the intraband term removed, or treated with a scattering rate, since a static calculation gives the wrong shift and no imaginary part. Take \( a \) and \( \omega_0 \) from the undoped crystal so that the carrier contribution is not counted twice. Use one sign convention for \( u \) in both \( \varepsilon' \) and the deformation potential, because their relative sign fixes the sign of the first term of \( q \), and with it the side of the dip whenever that term is the larger of the two. Keep all six valence bands with spin-orbit coupling, and converge \( \mathrm{Re}\,\chi_{\gamma g} \) and the broadening with care when \( |q| \) is of order one, where the bare and carrier-mediated amplitudes are comparable.
